# Interband strengths along c for wurtzite valence states with spin-orbit coupling, part 1

(Sections cited here and not found follow in the second part.)

## First half: symmetry, Hamiltonian and the vanishing strength

### 1. States, axes and units

The $z$ axis lies along the $c$ axis of the wurtzite crystal. Atomic units are used in the algebra, so $\hbar$, the electron mass and the elementary charge equal one. Numerical energies are in eV.

All states are taken at the zone centre, $\mathbf k=0$. Without spin-orbit coupling, four orbital states matter:

- $|c\rangle$, the lowest conduction state, unchanged by every operation of the point group $C_{6v}$;
- $|Z\rangle$, a valence state that is also unchanged by every operation, as the coordinate $z$ is;
- $|X\rangle$ and $|Y\rangle$, a degenerate valence pair that transforms as the coordinates $x$ and $y$.

The four functions are chosen real and orthonormal. They are eigenstates of the spin-free crystal Hamiltonian, not atomic orbitals. Since $|c\rangle$ and $|Z\rangle$ have the same symmetry, each may contain both $s$-like and $z$-like atomic character. Nothing below requires $|c\rangle$ to be purely $s$-like.

Wurtzite has a screw axis, so some point operations come with a fraction of a lattice translation. At $\mathbf k=0$ whole lattice translations multiply each state by one, and the operations can be handled as those of $C_{6v}$. The fractional translation does not affect the argument for momentum elements, because momentum commutes with translations.

With spin, the valence triplet becomes six states. Time reversal makes them three degenerate pairs, called Kramers pairs. One pair has the symmetry label $\Gamma_9$ and two have the label $\Gamma_7$. The labels will be identified with the values $\pm3/2$ and $\pm1/2$ of a quantum number $J_z$. The upper and lower $\Gamma_7$ pairs are written $\Gamma_{7+}$ and $\Gamma_{7-}$.

### 2. What is meant by a relative strength

Light polarized along $c$ has its electric field along $z$. Its wavelength is long compared with a unit cell, so its vector potential can be taken as uniform. The coupling is then proportional to $p_z$, and the transition rate contains the squared matrix element of $p_z$.

Let
$$P_z=\langle c|p_z|Z\rangle .$$
For a Kramers pair with members $|v,1\rangle$ and $|v,2\rangle$, define
$$F_z(v)=\frac{1}{2|P_z|^2}\sum_{s=\uparrow,\downarrow}\sum_{\nu=1}^{2}\left|\langle c\,s|p_z|v,\nu\rangle\right|^2 .$$
Both conduction spins and both members of the valence pair are counted. The factor 2 fixes the scale. If the pair were $|Z\uparrow\rangle,|Z\downarrow\rangle$, spin conservation would leave two terms, each equal to $|P_z|^2$, and $F_z$ would be one.

The members of a degenerate pair can be chosen in many ways, but $F_z$ does not depend on the choice. Let $|v,\mu\rangle'=\sum_\nu U_{\nu\mu}|v,\nu\rangle$ with $U$ unitary, and write $m_\nu=\langle c\,s|p_z|v,\nu\rangle$. Then
$$\sum_\mu\Big|\sum_\nu U_{\nu\mu}m_\nu\Big|^2=\sum_{\nu\nu'}m_\nu m_{\nu'}^*\sum_\mu U_{\nu\mu}U_{\nu'\mu}^*=\sum_\nu|m_\nu|^2 ,$$
because $UU^\dagger=1$.

The word "total" in these notes means the sum of $F_z$ over the three valence pairs. It does not mean the oscillator sum over all bands of the crystal. An oscillator strength also contains the inverse transition energy, whose effect is treated separately in the second half.

### 3. Spin-free selection rules

A rotation by $180^\circ$ about $z$ changes $X$ into $-X$ and $Y$ into $-Y$. It leaves $c$, $Z$ and $p_z$ unchanged. A matrix element cannot change when the same operation is applied to both states and to the operator. Therefore
$$\langle c|p_z|X\rangle=-\langle c|p_z|X\rangle=0,\qquad \langle c|p_z|Y\rangle=0 .$$
The element $P_z$ connects two states of the same symmetry through an operator that is itself invariant. Symmetry allows it, and it is assumed to be nonzero.

Since $p_z$ does not act on spin,
$$\langle c\,s|p_z|Z\,s'\rangle=P_z\,\delta_{ss'} .$$
The calculation of $F_z$ has thus become a search for the $Z$ part of each valence state.

### 4. The most general zone-centre Hamiltonian

Define three matrices on the valence triplet by their action
$$L_zX=iY,\quad L_zY=-iX,\quad L_zZ=0,$$
$$L_xY=iZ,\quad L_xZ=-iY,\quad L_xX=0,$$
$$L_yZ=iX,\quad L_yX=-iZ,\quad L_yY=0 .$$
These are the relations that $\mathbf r\times\mathbf p$ gives on the coordinates. For example, $L_z=-i(x\partial_y-y\partial_x)$ turns $x$ into $iy$. In the crystal the matrices are a convenient basis; the states need not have a definite atomic angular momentum.

Any Hermitian operator on the six states can be written
$$H=A_0+A_x\sigma_x+A_y\sigma_y+A_z\sigma_z ,$$
where the $\sigma_j$ are Pauli matrices and the four $A$ are Hermitian $3\times3$ orbital matrices. Time reversal complex-conjugates the orbital matrices, because the orbital basis is real, and reverses the sign of each $\sigma_j$. Invariance of $H$ therefore requires
$$A_0^*=A_0,\qquad A_j^*=-A_j .$$
So $A_0$ is real and symmetric. Each $A_j$ is imaginary, and being Hermitian it is antisymmetric. An imaginary antisymmetric $3\times3$ matrix has three independent elements, and $L_x,L_y,L_z$ supply them. Hence
$$H=A_0+\sum_{ij}\lambda_{ij}L_i\sigma_j$$
with nine real constants $\lambda_{ij}$. The crystal symmetry now removes most of them.

**The orbital part.** The $180^\circ$ rotation forbids $XZ$ and $YZ$ elements in $A_0$. The remaining $XY$ block is real and symmetric:
$$\begin{pmatrix}e+r&t\\t&e-r\end{pmatrix}.$$
When the axes are turned by an angle $\theta$, the pair $(r,t)$ turns by $2\theta$. The crystal is invariant under $\theta=60^\circ$, so $(r,t)$ must equal itself after a turn by $120^\circ$. The zero vector is the one vector with this property, so $r=t=0$. Thus $X$ and $Y$ have a common energy, and $Z$ has another. Put the $Z$ energy at zero and call the common $X,Y$ energy $\Delta_1$. Since $L_z^2X=X$, $L_z^2Y=Y$ and $L_z^2Z=0$,
$$A_0=\Delta_1L_z^2 .$$

**The spin-orbit part.** Both $\mathbf L$ and $\boldsymbol\sigma$ rotate as vectors. The elements $(\lambda_{xz},\lambda_{yz})$ form an in-plane vector. It must be unchanged by a $60^\circ$ turn, so it is zero, and the same holds for $(\lambda_{zx},\lambda_{zy})$. The in-plane block of $\lambda$ can contain a multiple of the unit matrix, an antisymmetric part, and a symmetric traceless part. The last vanishes by the $120^\circ$ argument just used. What remains in the plane is
$$\Delta_3(L_x\sigma_x+L_y\sigma_y)+q(L_x\sigma_y-L_y\sigma_x).$$
Now apply the mirror $y\to-y$. The component $L_x$, which behaves like $yp_z-zp_y$, changes sign; $L_y$ does not. Spin components follow the same rule. Both products multiplied by $q$ change sign, so $q=0$. The products multiplied by $\Delta_3$ keep their signs. Writing $\lambda_{zz}=\Delta_2$ gives
$$H=\Delta_1L_z^2+\Delta_2L_z\sigma_z+\Delta_3(L_x\sigma_x+L_y\sigma_y).$$

Here $\Delta_1$ is the crystal-field splitting, $\Delta_2$ is the axial spin-orbit constant, and $\Delta_3$ is the transverse one. Wurtzite symmetry does not make the last two equal. If $\Delta_2=\Delta_3$, the spin-orbit part becomes $\Delta_2\,\mathbf L\cdot\boldsymbol\sigma$, as in a cubic crystal. It is assumed that $\Delta_3\neq0$.

The form of $H$ on the sextet follows from symmetry. The physical approximation is that the sextet is closed, meaning that spin-orbit coupling to the conduction state and to more distant bands does not change the wave functions.

### 5. States with definite axial angular momentum

Introduce
$$w_+=-\frac{X+iY}{\sqrt2},\qquad w_-=\frac{X-iY}{\sqrt2}.$$
The first minus sign makes the matrix elements below positive. From the definitions,
$$L_z(X+iY)=iY+i(-iX)=X+iY,$$
$$L_z(X-iY)=iY-i(-iX)=-(X-iY),$$
so $L_zw_\pm=\pm w_\pm$.

The transverse term is easier to use in terms of
$$L_\pm=L_x\pm iL_y,\qquad s_\pm=\tfrac12(\sigma_x\pm i\sigma_y).$$
Multiplying out,
$$L_+s_-=\tfrac12\left(L_x\sigma_x+L_y\sigma_y-iL_x\sigma_y+iL_y\sigma_x\right),$$
$$L_-s_+=\tfrac12\left(L_x\sigma_x+L_y\sigma_y+iL_x\sigma_y-iL_y\sigma_x\right).$$
The imaginary terms cancel in the sum, and
$$L_x\sigma_x+L_y\sigma_y=L_+s_-+L_-s_+ .$$
The spin operators act as $s_+\downarrow=\uparrow$, $s_-\uparrow=\downarrow$ and $s_+\uparrow=s_-\downarrow=0$.

For the orbital operators,
$$L_+Z=-iY+i(iX)=-(X+iY)=\sqrt2\,w_+,$$
$$L_-Z=-iY-i(iX)=X-iY=\sqrt2\,w_- .$$
Also $L_+X=Z$, $L_+Y=iZ$, $L_-X=-Z$ and $L_-Y=iZ$. Therefore
$$L_+w_+=-\frac{Z+i(iZ)}{\sqrt2}=0,\qquad L_-w_+=-\frac{-Z+i(iZ)}{\sqrt2}=\sqrt2\,Z,$$
$$L_-w_-=\frac{-Z-i(iZ)}{\sqrt2}=0,\qquad L_+w_-=\frac{Z-i(iZ)}{\sqrt2}=\sqrt2\,Z .$$

### 6. The six states fall into three groups

Each term of $H$ conserves $J_z=L_z+\sigma_z/2$. The first two terms change neither part, and the transverse term raises one part by one while lowering the other by one.

Consider $w_+\uparrow$, which has $J_z=3/2$. The operator $L_+s_-$ gives zero because $L_+w_+=0$. The operator $L_-s_+$ gives zero because the spin is already up. Thus
$$H\,w_+\uparrow=(\Delta_1+\Delta_2)\,w_+\uparrow .$$
For $w_-\downarrow$, with $J_z=-3/2$, the product $L_z\sigma_z$ is $(-1)(-1)=1$. The two transverse operators again give zero. This state has the same energy:
$$E_9=\Delta_1+\Delta_2 .$$
These two states are the $\Gamma_9$ pair.

For $J_z=1/2$ there are two states, $w_+\downarrow$ and $Z\uparrow$:
$$H\,w_+\downarrow=(\Delta_1-\Delta_2)\,w_+\downarrow+\sqrt2\,\Delta_3\,Z\uparrow,$$
$$H\,Z\uparrow=\sqrt2\,\Delta_3\,w_+\downarrow .$$
In this order of basis states, the block is
$$H_7=\begin{pmatrix}\Delta_1-\Delta_2&\sqrt2\Delta_3\\\sqrt2\Delta_3&0\end{pmatrix}.$$
For $J_z=-1/2$ the states are $w_-\uparrow$ and $Z\downarrow$. Here $L_z\sigma_z=-1$ on the first state, and $L_+s_-$ connects it to $Z\downarrow$ with the factor $\sqrt2$. The block is the same matrix. Its two eigenvalues are the energies of the two $\Gamma_7$ pairs.

### 7. Why the $\Gamma_9$ strength is zero

The $\Gamma_9$ states contain $X$ and $Y$ but no $Z$. Section 3 then gives
$$F_z(\Gamma_9)=0 .$$

The same conclusion follows without the explicit wave functions. A rotation by $60^\circ$ multiplies a state of given $J_z$ by $e^{-i\pi J_z/3}$. The conduction states have $J_z=\pm1/2$ and factors $e^{\mp i\pi/6}$. The $\Gamma_9$ states have factors $e^{\mp i\pi/2}$. Let $O$ be any operator unchanged by the rotation. If $u_c$ and $u_v$ are the factors of the two states,
$$\langle c|O|v\rangle=u_c^*u_v\langle c|O|v\rangle .$$
The element must vanish if $u_c\ne u_v$, and no conduction factor equals a $\Gamma_9$ factor.

This argument is stronger than the first. With spin-orbit coupling the velocity is not just $\mathbf p$; in a potential $V$ it is
$$\mathbf v=\mathbf p+\frac{1}{4c_0^2}\,\boldsymbol\sigma\times\nabla V,$$
where $c_0$ is the speed of light. Its $z$ component is unchanged by the crystal's screw operation, the $60^\circ$ rotation combined with half a lattice translation along $c$. At $\mathbf k=0$ the argument above applies to this operation, so the additional term cannot restore the transition. Mixing with distant bands cannot restore it either, because the mixing respects the same rotation. The zero can fail when the state is away from the zone centre or when strain, disorder or a transverse field breaks the rotation symmetry.

## Second half: the two nonzero strengths and their use

### 8. Results carried forward

The crystal-field splitting is $\Delta_1$; the axial and transverse spin-orbit constants are $\Delta_2$ and $\Delta_3$. Energies are measured from the spin-free $Z$ level. The strength $F_z$ is the squared $p_z$ element of a Kramers pair with the conduction pair, relative to that of a pure $Z$ pair. The first half gave $E_9=\Delta_1+\Delta_2$ and $F_z(\Gamma_9)=0$. It also gave the block
$$H_7=\begin{pmatrix}\Delta_1-\Delta_2&\sqrt2\Delta_3\\\sqrt2\Delta_3&0\end{pmatrix}$$
in the basis $(w_+\downarrow,Z\uparrow)$, with the same block for $(w_-\uparrow,Z\downarrow)$. Here $w_\pm=\mp(X\pm iY)/\sqrt2$.

### 9. Energies and wave functions of the $\Gamma_7$ pairs

Let a normalized eigenvector be $(a,b)$, with $a$ and $b$ real. A nonzero eigenvector requires
$$\det(H_7-E)=-E(\Delta_1-\Delta_2-E)-2\Delta_3^2=0,$$
or
$$E^2-(\Delta_1-\Delta_2)E-2\Delta_3^2=0 .$$
With
$$\delta=\frac{\Delta_1-\Delta_2}{2},\qquad R=\sqrt{\delta^2+2\Delta_3^2},$$
the roots are
$$E_\pm=\delta\pm R .$$
Their product is the constant term of the quadratic,
$$E_+E_-=-2\Delta_3^2 .$$
It is negative, so $E_+>0>E_-$. With spin-orbit coupling, one $\Gamma_7$ level lies above the original $Z$ energy and the other below it.

The second row of the eigenvalue equation is
$$\sqrt2\Delta_3a=Eb,\qquad\text{so}\qquad a=\frac{E}{\sqrt2\Delta_3}b .$$
Normalization, $a^2+b^2=1$, then gives
$$b^2\left(1+\frac{E^2}{2\Delta_3^2}\right)=1,\qquad b^2=\frac{2\Delta_3^2}{E^2+2\Delta_3^2}.$$

This part has shown that the $\Gamma_9$ pair has no strength along $c$ at the zone centre, and has found the energies of the two $\Gamma_7$ pairs and the weight $b^2$ of $Z$ in their states. It remains to obtain the two $\Gamma_7$ strengths from these weights, apply them to GaN and AlN, and examine the limits of the model.
